# Poisson Layer Exposure and Square-Root Broadening in Random Sputtering

A model crystal with a layer spacing of 0.25 nm is eroded by randomly removing its surface atoms. When the mean eroded depth is 2.5 nm, the depth of the surface has a standard deviation of 0.79 nm. At 10 nm the standard deviation is 1.58 nm, and at 25 nm it is 2.50 nm. Four times the depth gives twice the width, and ten times the depth gives \(\sqrt{10}\) times the width. Both factors follow from the way in which random removal exposes successive layers.

## The model and its clock

The crystal is a set of vertical columns of atoms, initially all of the same height. Layers are numbered \(k=1,2,\ldots\) downward from the original surface, and their spacing is \(a\). Atoms leave a column from the top, without vacancies or overhangs below. Each column therefore has one surface atom at any time; the side faces of taller columns are not counted as additional surface. The crystal is deep enough that no column is used up.

Three assumptions define random removal:

- Every surface atom has the same probability \(\nu\) per unit time of being removed, whatever its layer.
- This probability does not depend on earlier removals or on the heights of neighbouring columns.
- No atom moves to another layer, and none is redeposited.

The rate \(\nu\) follows from the ion beam. Let \(J\) be the number of ions arriving per unit area and time, \(Y\) the mean number of atoms removed per ion, and \(N_s\) the number of atoms per unit area in one full layer. With one surface atom per column, the total density of surface atoms is also \(N_s\), however rough the surface is. Equating the two expressions for the number of atoms lost per unit area and time gives

\[
\nu N_s=JY,\qquad \nu=\frac{JY}{N_s}.
\]

The natural measure of progress is the mean number of layers removed, \(\tau=\nu t\). The mean eroded depth is \(z=a\tau\).

In the example the columns form a square array of spacing \(a\), so \(N_s=1/a^2=16\) atoms/nm². A current density of 10 µA/cm² of singly charged ions corresponds to \(J=0.624\) ions/(nm² s). With \(Y=2\),

\[
\nu=\frac{0.624\times 2}{16}\ \mathrm{s^{-1}}=0.0780\ \mathrm{s^{-1}}.
\]

The erosion speed is \(a\nu=0.0195\) nm/s, and 10 nm are removed in about 513 s. These quantities set the time scale. At a given mean depth they do not enter the width.

## First derivation: balance between layers

Let \(c_k\) be the fraction of layer \(k\) still present, averaged over a large area. An atom of layer \(k\) is covered if the atom above it, in layer \(k-1\), is present. Since a column has no overhangs, wherever layer \(k-1\) is present layer \(k\) is present too. The exposed fraction of layer \(k\) is therefore the difference

\[
e_k=c_k-c_{k-1},\qquad c_0=0 .
\]

The convention \(c_0=0\) says that nothing lies above the first layer.

Layer \(k\) loses atoms from its exposed part, at the rate \(\nu\) per exposed atom. Thus \(dc_k/dt=-\nu e_k\), and division by \(\nu\) gives

\[
\frac{dc_k}{d\tau}=-e_k .
\]

Subtracting the same equation for layer \(k-1\) yields

\[
\frac{de_k}{d\tau}=\frac{dc_k}{d\tau}-\frac{dc_{k-1}}{d\tau}
=e_{k-1}-e_k,\qquad e_0=0 .
\]

The positive term is area uncovered by removing layer \(k-1\); the negative term is area lost when layer \(k\) itself is removed. Initially \(e_1=1\) and all other exposed fractions vanish.

The loss term is the same for every layer and can be taken out by writing \(e_k=e^{-\tau}u_k\). Then

\[
\frac{de_k}{d\tau}=-e_k+e^{-\tau}\frac{du_k}{d\tau}.
\]

Comparison with the balance equation leaves

\[
\frac{du_k}{d\tau}=u_{k-1}.
\]

For \(k=1\) the right side is zero, so \(u_1=1\). For \(k\geq2\) the initial value is \(u_k(0)=0\). Integration gives \(u_2=\tau\), then \(u_3=\tau^2/2\). If \(u_{k-1}=\tau^{k-2}/(k-2)!\), one further integration gives

\[
u_k=\int_0^\tau\frac{s^{k-2}}{(k-2)!}\,ds=\frac{\tau^{k-1}}{(k-1)!}.
\]

By induction, the layer-exposure distribution is

\[
e_k(\tau)=e^{-\tau}\frac{\tau^{k-1}}{(k-1)!}.
\]

This is a Poisson distribution in \(n=k-1\), the number of atoms removed from a column. The exponential series gives \(\sum_k e_k=1\), as conservation of the projected area requires.

The same series supplies the moments. In the first one, the factor \(n\) cancels one factor of \(n!\):

\[
\langle n\rangle=e^{-\tau}\sum_{n=1}^{\infty}\frac{\tau^n}{(n-1)!}
=e^{-\tau}\,\tau e^\tau=\tau .
\]

Likewise,

\[
\langle n(n-1)\rangle
=e^{-\tau}\sum_{n=2}^{\infty}\frac{\tau^n}{(n-2)!}=\tau^2 .
\]

Since \(n^2=n(n-1)+n\), the variance is

\[
\operatorname{Var}n=\tau^2+\tau-\tau^2=\tau .
\]

The exposed surface of a column lies at depth \(an\). Its standard deviation over the area is therefore

\[
\sigma_z=a\sqrt{\tau}=\sqrt{az}.
\]

Within this model the law holds at every depth, not just after many layers. At 10 nm the mean number removed is \(\tau=10/0.25=40\), and \(\sigma_z=0.25\sqrt{40}\) nm \(=1.58\) nm. The relative width is \(\sigma_z/z=1/\sqrt\tau\). It falls from 0.316 at 2.5 nm to 0.100 at 25 nm, although the absolute width grows.

The full distribution shows how early the layers mix. After a mean removal of three layers, the first layer still supplies a fraction \(e^{-3}=0.050\) of the surface. Layers 3 and 4 supply 0.224 each. They are equal because \(e_4/e_3=\tau/3=1\). Layer 8 already contributes 0.022. Numerical propagation of the balance equations was tested against the Poisson formula at mean removals of 10, 40 and 100 layers.

## Second derivation: counting removals from one column

The second route uses neither layer coverages nor differential equations. Consider \(M\) columns and a total of \(R=M\tau\) single-atom removals. Each removal selects one of the \(M\) surface atoms with equal probability, independently of the previous selections. For one chosen column, let \(X_i=1\) if removal \(i\) takes its surface atom and \(X_i=0\) otherwise. The number of atoms lost by that column is

\[
n=\sum_{i=1}^{R}X_i .
\]

Each \(X_i\) has mean \(1/M\). Since \(X_i^2=X_i\), its variance is \(1/M-1/M^2\). Independence makes the variances add:

\[
\langle n\rangle=\frac RM=\tau,\qquad
\operatorname{Var}n=R\left(\frac1M-\frac1{M^2}\right)
=\tau\left(1-\frac1M\right).
\]

For a large surface the variance tends to \(\tau\). The square root thus appears before the distribution is known: independent removals add their variances, whereas the width is the square root of the sum.

The distribution itself follows by counting which \(n\) of the \(R\) removals struck the column:

\[
P_n=\frac{R(R-1)\cdots(R-n+1)}{n!}\,
\frac1{M^n}\left(1-\frac1M\right)^{R-n}.
\]

Let \(M\) grow at fixed \(\tau\) and \(n\). Each of the \(n\) factors \((R-j)/M=\tau-j/M\) tends to \(\tau\). The last factor is

\[
\left(1-\frac1M\right)^{M\tau}\left(1-\frac1M\right)^{-n}
\longrightarrow e^{-\tau}\cdot 1,
\]

because \(M\ln(1-1/M)\to-1\). Hence \(P_n\to e^{-\tau}\tau^n/n!\). A column that has lost \(n\) atoms exposes layer \(k=n+1\), so this is the earlier result for \(e_k\).

A random simulation with \(M=100000\) columns gave a variance of 40.225 layers² at \(\tau=40\). For nearly Gaussian counts, the standard error of a variance estimated from \(M\) columns is about \(\tau\sqrt{2/M}=0.18\) layers². The deviation of 0.225 layers² is about 1.3 standard errors and is compatible with sampling noise.

## From the exposed surface to a measured profile

The distribution over layers at fixed \(\tau\) is not itself a depth profile. A profile follows one kind of atom while \(\tau\) increases. Suppose that a marker fills layer \(k\), that it sputters like the host, and that the probe detects surface atoms alone with equal sensitivity. Its signal is then \(e_k(\tau)\), with \(k\) fixed.

Counting removals gives this signal a second meaning. Let \(T_k\) be the value of \(\tau\) at which a column loses its atom of layer \(k\). The fraction still present is \(c_k(\tau)=P(T_k>\tau)\), so the probability density of \(T_k\) is \(-dc_k/d\tau=e_k\). The marker signal is therefore also the distribution of its removal times.

The probability that a column escapes removal during an interval \(s\) is \(e^{-s}\), the \(n=0\) case of the Poisson law. Each waiting time between removals from a column thus has density \(e^{-s}\), mean 1 and second moment \(\int_0^\infty s^2e^{-s}ds=2\). Its variance is \(2-1=1\). Since \(T_k\) is the sum of \(k\) independent waiting times,

\[
\langle T_k\rangle=k,\qquad \operatorname{Var}T_k=k .
\]

The marker width in eroded depth is \(a\sqrt{k}=\sqrt{a z_k}\), where \(z_k=ka\) is the original depth of the lower face of the marker layer. The square-root law therefore carries over to the profile.

The maximum does not coincide with the centroid. For \(k\geq2\), setting \(de_k/d\tau=e_{k-1}-e_k\) to zero requires \(e_{k-1}/e_k=(k-1)/\tau=1\), hence \(\tau=k-1\). For layer 40 the maximum lies at \(39\times0.25=9.75\) nm and the centroid at \(40\times0.25=10.00\) nm. These are the original depths of the upper and lower faces of the layer. The standard deviation is 1.58 nm, so a layer 0.25 nm thick appears in the profile with a much larger width.

Broadening also lowers the peak. With \(m=k-1\), Stirling's approximation \(m!\approx\sqrt{2\pi m}\,m^me^{-m}\) gives

\[
e_k(m)=\frac{e^{-m}m^m}{m!}\approx\frac1{\sqrt{2\pi m}} .
\]

For layer 40 this estimate is 0.06388, compared with the computed height of 0.06375. The area under the signal stays equal to one layer, because \(e_k\) is the probability density of \(T_k\).

An interface is treated in the same way. If material A fills layers 1 to \(N\), its signal is \(\sum_{k=1}^{N}e_k=c_N\), since the sum of differences telescopes. This signal falls as the atoms of layer \(N\) are removed. For large \(N\), the central limit theorem makes \((T_N-N)/\sqrt N\) approach a standard normal variable. The signal then passes through 84.13 % one standard deviation before the mean and through 15.87 % one standard deviation after it; these are the levels meant below by 84 % and 16 %. The corresponding depth width tends to

\[
\Delta z_{84-16}\simeq2a\sqrt N .
\]

For \(N=40\) the limiting formula gives 3.16 nm and the computed profile 3.15 nm. The ratio of computed width to limiting formula is 0.996 here and 0.967 for \(N=5\). Read at exactly 84 % and 16 %, the width for \(N=40\) is 3.13 nm, and the ratio tends to 0.994 for large \(N\). The standard deviation needs no large-\(N\) limit, but its reading as half an 84–16 % width does.

## What each derivation assumes

The balance derivation needs a condition on averages: at each stage, surface atoms in every layer must have the same mean removal rate. It also takes each event to remove only the one exposed atom, so that a covered atom is never lost. It does not require individual columns to be followed. The common rate may even vary with time, as when the beam current drifts, provided that \(\tau\) is defined as \(\int\nu\,dt\). Treating the fractions as smooth functions also presumes an area large enough for sampling fluctuations to be small.

The counting derivation makes a stronger statement about each column: a removal is independent of all earlier ones. Together with the equal probability \(1/M\) for every column, this implies the equal mean rates used in the first derivation, because the present height is a result of earlier removals. In return, it gives the independent waiting times and the correction \(1-1/M\) for a finite number of columns at a fixed total \(R\); at a fixed time, when \(R\) itself fluctuates, the variance for one column is \(\tau\) without correction. It also shows what the width alone requires. Without independence,

\[
\operatorname{Var}n=\sum_i\operatorname{Var}X_i
+2\sum_{i<j}\operatorname{Cov}(X_i,X_j).
\]

The square-root law with prefactor \(a\) survives if the covariance sum is negligible. Correlations between removals from the same column can change either the prefactor or the power of depth.

**Uneven erosion.** Suppose that each column has a permanent relative rate \(\rho\), with mean 1 and variance \(s^2\) over the analysed area. This could describe a beam that is not uniform. For a given column the mean and variance of \(n\) are both \(\rho\tau\) when \(M\) is large. Over all columns, the mean of the individual variances is \(\tau\), and the variance of the individual means is \(s^2\tau^2\). Adding these contributions gives

\[
\operatorname{Var}n=\tau+s^2\tau^2,\qquad
\sigma_z^2=az+s^2z^2 .
\]

A column struck often in the past is likely to be struck often again, so the covariances are positive. The balance derivation fails for the same reason: deeper surface atoms belong preferentially to fast columns. The two terms are equal at \(\tau=1/s^2\); for \(\tau\gg1/s^2\) the width grows nearly in proportion to depth.

**Removal in pairs.** If each event takes two atoms from the same column, then \(n=2q\), where \(q\) is a Poisson number of mean \(\tau/2\). The variance is \(4\times\tau/2=2\tau\). The square root remains, but \(\sigma_z\) is larger by a factor \(\sqrt2\). In the example, the yield of two atoms per ion is thus taken to mean two removals from independently selected columns.

**Height-dependent removal.** Let protruding columns erode faster, with relative rate

\[
r_n=1-\kappa(n-\langle n\rangle),\qquad \kappa>0 .
\]

A protruding column has \(n<\langle n\rangle\) and therefore \(r_n>1\). A removal changes \(n\) to \(n+1\) and \(n^2\) to \(n^2+2n+1\). Consequently,

\[
\frac{d\langle n\rangle}{d\tau}=\langle r_n\rangle=1,
\]

\[
\frac{d\langle n^2\rangle}{d\tau}
=\langle(2n+1)r_n\rangle
=2\langle n\rangle+1-2\kappa V ,
\]

where \(V=\operatorname{Var}n\) and \(\langle n(n-\langle n\rangle)\rangle=V\) has been used. Subtracting \(d\langle n\rangle^2/d\tau=2\langle n\rangle\) leaves

\[
\frac{dV}{d\tau}=1-2\kappa V,\qquad
V=\frac{1-e^{-2\kappa\tau}}{2\kappa},
\]

for an initially flat surface. When \(2\kappa\tau\ll1\), expansion of the exponential returns \(V\approx\tau\). At large \(\tau\) the variance stops growing at \(1/(2\kappa)\).

With \(\kappa=0.05\) per layer, the limiting variance is 10 layers² and the limiting width is \(0.25\sqrt{10}\) nm \(=0.79\) nm. The computed widths are 0.63, 0.78 and 0.79 nm at mean depths of 2.5, 10 and 25 nm. Random removal gives 0.79, 1.58 and 2.50 nm at the same depths. The linear rate would become negative for columns more than \(1/\kappa=20\) layers deeper than the mean. The calculation sets it to zero there, and the variance formula applies while such columns have negligible weight.

These cases limit what a measured width can establish. Growth as \(\sqrt z\) alone does not identify independent single-atom removal, since removal in pairs has the same power. The prefactor must also agree, after broadening by the probe's information depth and by ion-induced mixing has been accounted for. Neither effect is included in this model. Even agreement in both power and prefactor does not prove independence. If each event takes one atom from each of two neighbouring columns, every single column still follows the Poisson law, although neighbouring heights are correlated. The model also leaves out movement of surface atoms between layers. This omission grows with depth: neighbouring columns are independent, so their height difference has variance \(2\tau\), and the root-mean-square step between columns 0.25 nm wide is about 9 layers at 10 nm and 14 layers at 25 nm. Atoms on such walls are exposed and weakly bound, so the widths quoted for these depths describe the model and should not be read as predictions for a real surface. In a real crystal, atoms that drop from protruding columns into lower neighbouring ones can make the surface much smoother than random removal alone would. The numerical output below gives the computed widths and signals.

## Numbers as computed

```
layer spacing a = 0.25 nm
ion current density = 10.0 uA/cm^2
sputter yield = 2.0 atoms/ion
ion flux = 0.6242 ions/(nm^2 s)
areal density of a layer = 16.0 atoms/nm^2
removal rate nu = 0.07802 layers/s
erosion speed = 0.01950 nm/s
time to erode 10 nm = 512.7 s
exposed fractions after 3 mean layers (dimensionless):
  layer 1: 0.0498
  layer 2: 0.1494
  layer 3: 0.2240
  layer 4: 0.2240
  layer 5: 0.1680
  layer 6: 0.1008
  layer 7: 0.0504
  layer 8: 0.0216
random removal, widths from the balance equations:
  z = 2.5 nm, tau = 10 layers: sigma = 0.7906 nm, 2 sigma = 1.5811 nm, sigma/z = 0.3162
  z = 10.0 nm, tau = 40 layers: sigma = 1.5811 nm, 2 sigma = 3.1623 nm, sigma/z = 0.1581
  z = 25.0 nm, tau = 100 layers: sigma = 2.5000 nm, 2 sigma = 5.0000 nm, sigma/z = 0.1000
growth exponent of sigma = 0.5000 (dimensionless)
Monte Carlo columns = 100000 (count)
Monte Carlo variance at tau = 40: 40.225 layers^2
marker layer number = 40 (count)
marker signal area = 1.000000 layers
marker centroid = 10.0000 nm eroded depth
marker maximum = 9.75 nm eroded depth
marker standard deviation = 1.5811 nm
marker peak height = 0.06375 (dimensionless)
large-k estimate of height = 0.06388 (dimensionless)
84-16 % width, 40 layers = 3.1491 nm
ratio to 2a sqrt(N), N = 5: 0.9666 (dimensionless)
ratio to 2a sqrt(N), N = 40: 0.9958 (dimensionless)
height-dependent removal, kappa = 0.05 per layer:
  z = 2.5 nm: sigma = 0.6286 nm
  z = 10.0 nm: sigma = 0.7833 nm
  z = 25.0 nm: sigma = 0.7906 nm
  limiting sigma = 0.7906 nm
```
